# Why light amplifies negative-bias threshold shifts in oxide transistors

## Question

A thin-film transistor with an n-type amorphous oxide channel is held at a negative gate bias in the dark, or it is illuminated without bias, or both are applied at once. Why can the threshold shift of the combined stress be far larger than the sum of the other two, and under what conditions does this happen?

## Answer

### The mechanism

A negative threshold shift arises when the charge in or near the channel becomes more positive. One way to bring this about is to trap holes where the oxide film meets the gate insulator. Three things must then happen in sequence: a hole must be created, it must reach the interface before it recombines, and it must be captured there.

Bias alone provides a field but, in a wide-gap oxide, almost no holes. Light alone provides holes, but they move by diffusion, and one that reaches the interface is free to wander off again. With both, the field carries the photogenerated holes to the interface and holds them against it. The two causes therefore reinforce each other instead of merely adding. How large the combined effect is depends on the competition between drift, diffusion, recombination and capture.

The calculation below shows that hole drift and capture can be sufficient for a large combined effect. It does not show that they are the only cause in a given device. Ionization of oxygen vacancies and motion of ions are left out.

### The coupled equations

Let \(x\) run from a grounded contact at \(x=0\) to the insulator interface at \(x=d\). The contact removes electrons and blocks holes. This describes film whose back surface is held at a fixed potential, as beneath a contact; lateral fields in an open channel are not treated. The film is taken as depleted, with negligible fixed and electron charge, which requires a donor density \(N_D\) well below \(\epsilon_sF/(qd)\), about \(4\times10^{17}\ \mathrm{cm^{-3}}\) in the example below. Far from the contacts of a long channel with a free back surface, the vertical field is set by the donors instead and is at most \(qN_Dd/\epsilon_s\). For \(N_D=10^{16}\ \mathrm{cm^{-3}}\) in the same film this is \(9\times10^3\) V/cm, about forty times smaller than the field used below, and the gain there is correspondingly small. The shift calculated here is that of the local flat band; it is the threshold shift of the transistor only if the trapped charge extends along the channel.

Let \(V>0\) be the size of the negative gate bias, measured from the initial flat-band condition. The field \(F\) and the drift velocity \(v=\mu F\) are positive toward the gate, which is the direction in which a negative gate pulls holes. With hole density \(p\), uniform generation rate \(G\), lifetime \(\tau\) and diffusivity \(D=\mu k_BT/q\),

\[
\frac{\partial p}{\partial t}=G-\frac p\tau-\frac{\partial J}{\partial x},\qquad J=vp-D\frac{\partial p}{\partial x}.
\]

No holes cross the contact, so \(J(0)=0\). At the other side they enter traps of areal density \(N_t\), of which \(n\) are filled:

\[
J(d)=s\,p(d)=\frac{dn}{dt},\qquad s=s_0\left(1-\frac n{N_t}\right).
\]

The capture velocity \(s\) falls in proportion to the number of empty traps. Release of trapped holes is neglected.

The trapped charge acts back on the field. If \(F_i\) is the field in the insulator, of thickness \(t_i\), Gauss's law at the interface and the total potential drop give

\[
\epsilon_iF_i=\epsilon_sF+qn,\qquad Fd+F_it_i=V.
\]

Inserting the first relation into the second, with \(C_i=\epsilon_i/t_i\),

\[
F\left(d+\frac{\epsilon_s}{\epsilon_i}t_i\right)+\frac{qn}{C_i}=V
\quad\Rightarrow\quad
F=\frac{V-qn/C_i}{d+\epsilon_st_i/\epsilon_i}.
\]

The film field now vanishes at \(V=qn/C_i\), that is, at a gate voltage of \(-qn/C_i\) relative to the old flat band. Every film condition is displaced by the same amount, so

\[
\Delta V_T=-\frac{qn}{C_i}.
\]

Trapping thus weakens the field that feeds it. Once \(|\Delta V_T|\) equals \(V\), no field is left to drive holes to the interface. If empty traps remain, capture continues more slowly by diffusion, against a field that has then reversed.

### From a hole's birth to its capture

Mobile holes settle within a few lifetimes. In one lifetime at most \(Gd\tau\) holes per area can be trapped. When this is tiny compared with \(N_t\), the hole density follows the slowly changing \(n\) as a succession of steady states.

For a steady source \(g(x)\), the hole equation reads \(g=J'+p/\tau\). Multiply it by a function \(\varphi(x)\), still to be chosen, and integrate by parts, first moving the derivative off \(J\):

\[
\int_0^d\varphi g\,dx=\varphi(d)\,s\,p(d)-\int_0^d\varphi'(vp-Dp')\,dx+\int_0^d\frac{\varphi p}\tau dx .
\]

The term with \(p'\) is integrated by parts once more:

\[
D\int_0^d\varphi'p'\,dx=D\varphi'(d)p(d)-D\varphi'(0)p(0)-D\int_0^d\varphi''p\,dx .
\]

Collecting everything that multiplies \(p\) inside the film,

\[
\int_0^d\varphi g\,dx=\left[s\varphi(d)+D\varphi'(d)\right]p(d)-D\varphi'(0)p(0)-\int_0^d p\left(D\varphi''+v\varphi'-\frac\varphi\tau\right)dx .
\]

Now choose \(\varphi\) so that

\[
D\varphi''+v\varphi'-\frac\varphi\tau=0,\qquad \varphi'(0)=0,\qquad D\varphi'(d)=s[1-\varphi(d)].
\]

The right-hand side reduces to \(s\,p(d)\), the capture flux. A source concentrated at one point shows what \(\varphi(x)\) means: it is the probability that a hole born at \(x\) is captured. For uniform generation,

\[
\frac{dn}{dt}=G\Lambda,\qquad \Lambda=\int_0^d\varphi\,dx .
\]

The collection length \(\Lambda\) is the thickness of film whose holes would all have to be captured to give the same flux. Since \(\varphi\le1\), it cannot exceed \(d\).

To find it, let \(h\) solve the same differential equation with \(h(0)=1\) and \(h'(0)=0\). The trial form \(e^{rx}\) gives \(Dr^2+vr-1/\tau=0\), hence \(r=-b\pm k\) with

\[
b=\frac v{2D},\qquad k=\sqrt{b^2+\frac1{D\tau}} .
\]

The combination that meets both starting conditions is

\[
h=e^{-bx}\left[\cosh kx+\frac bk\sinh kx\right],\qquad
h'=e^{-bx}\,\frac{k^2-b^2}{k}\sinh kx=\frac{e^{-bx}\sinh kx}{D\tau k}.
\]

Setting \(\varphi=Ah\), the condition at \(d\) becomes \(DAh'(d)=s[1-Ah(d)]\), so \(A=s/[Dh'(d)+sh(d)]\). The integral of \(h\) follows from its own equation, \(h=\tau(Dh''+vh')\):

\[
\int_0^dh\,dx=\tau\left\{Dh'(d)+v[h(d)-1]\right\}.
\]

Therefore

\[
\boxed{\Lambda=s\tau\,\frac{Dh'(d)+v[h(d)-1]}{Dh'(d)+s\,h(d)}}
\]

### Two jobs done by the field

Dividing numerator and denominator by \(h(d)\) separates the result into two factors:

\[
\Lambda=R\,\frac{s}{s+u},\qquad R=\int_0^d\frac{h(x)}{h(d)}dx,\qquad u=\frac{Dh'(d)}{h(d)} .
\]

For \(s\to\infty\), \(\varphi\) becomes \(h(x)/h(d)\). A hole is then captured at its first arrival, so \(h(x)/h(d)\) is the probability of reaching the interface at all, and \(R\) measures transport. The second factor equals \(\varphi(d)\), the probability that a hole already at the interface is eventually captured there. The velocity \(u\) measures its loss to recombination.

Without a field, \(b=0\) and \(k=1/L\), where \(L=\sqrt{D\tau}\) is the diffusion length. Then \(h(d)=\cosh(d/L)\) and \(h'(d)=\sinh(d/L)/L\), so

\[
R_0=L\tanh\frac dL,\qquad u_0=\frac DL\tanh\frac dL,\qquad
\Lambda_0=\frac{s\tau}{1+(sL/D)\coth(d/L)} .
\]

In a strong field, meaning \(v^2\tau\gg D\) and \(vd\gg D\), the slowly varying exponential dominates \(h\). Its exponent is

\[
k-b=\frac{k^2-b^2}{k+b}\approx\frac{1/(D\tau)}{v/D}=\frac1{v\tau}.
\]

Thus \(h'(d)\approx h(d)/(v\tau)\) and, unless the film is very many drift lengths thick, \(h(d)\approx e^{d/v\tau}\). In a thicker film \(h(d)\) is so large that its exact value no longer affects the collection length. To leading order,

\[
R\approx v\tau\left(1-e^{-d/v\tau}\right),\qquad u\approx\frac D{v\tau},\qquad
\Lambda\approx v\tau\left(1-e^{-d/v\tau}\right)\frac{s}{s+D/(v\tau)} .
\]

The value of \(u\) has a direct reading. The field presses the holes into a layer of thickness \(D/v\), which holds about \(p(d)D/v\) holes per area. They recombine at the rate \(p(d)D/(v\tau)\), while capture proceeds at \(s\,p(d)\). A stronger field makes the layer thinner at a given \(p(d)\) and so favours capture.

The initial gain from the field is \(\Lambda/\Lambda_0\), taken at the same \(G\) and \(\tau\). Because \(\Lambda\le d\), it cannot exceed \(d/\Lambda_0\). A large gain therefore requires \(\Lambda_0\ll d\): without a field, most holes must be lost. Given that, a drift length \(v\tau\) of at least about \(d\), together with \(s\) of at least about \(D/(v\tau)\), is enough to realize about a third or more of the possible gain, since \((1-e^{-1})\times\tfrac12\approx0.32\).

### Numbers for one hour of stress

The following are round model parameters, not those of a particular oxide.

- The film is 50 nm thick and the insulator 200 nm, with relative permittivities 10 and 3.9.
- Holes have \(\mu=0.01\ \mathrm{cm^2/(V\,s)}\) and \(\tau=10^{-8}\) s at 300 K.
- The traps have \(s_0=10\) cm/s and \(N_t=2\times10^{12}\ \mathrm{cm^{-2}}\).
- Light generates \(G=10^{14}\ \mathrm{cm^{-3}\,s^{-1}}\), and \(V=20\) V.

**The field.** The insulator counts as 512.8 nm of film, so initially

\[
F=\frac{20\ \mathrm V}{(50+512.8)\times10^{-7}\ \mathrm{cm}}=3.55\times10^5\ \mathrm{V/cm}.
\]

This gives \(v=3.55\times10^3\) cm/s and a drift length of 355 nm, seven times the film thickness. The diffusion length is only 16.1 nm.

**Collection.** With the field, the transport factor is 46.6 nm and the loss velocity 7.28 cm/s:

\[
\Lambda\approx46.6\ \mathrm{nm}\times\frac{10}{10+7.28}=27.0\ \mathrm{nm}.
\]

The full formula also gives 27.0 nm. Without the field, \(s_0\tau=1\) nm and \(\Lambda_0=0.941\) nm. The initial gain is \(27.03/0.941=28.7\), against an upper limit of 53.1.

The capture probabilities show where this gain comes from. A hole already at the interface is captured with probability 0.579 with the field and 0.0588 without it, a factor of 9.9. The remaining factor, \(28.7/9.9=2.9\), is better transport across the film. In this example, holding holes at the traps matters more than bringing them there. The layer in which they are held is only \(D/v=0.73\) nm thick, a few atomic spacings, so for a real film the continuum value of the capture factor is an estimate. If the field is reversed at equal strength, \(\Lambda\) drops to 0.002 nm, so it is the direction of drift that matters.

**Light alone.** The shift is first calculated with \(F=0\) throughout. At the initial rate,

\[
n\approx G\Lambda_0t=10^{14}\times9.41\times10^{-8}\times3600\ \mathrm{cm^{-2}}=3.39\times10^{10}\ \mathrm{cm^{-2}},
\]

which corresponds to \(-0.314\) V. Including the gradual filling of traps gives \(-0.312\) V. This is an upper bound on the size of the shift within the model, because trapped holes repel later ones. With that repulsion included, and no electrons to screen it, the shift is \(-0.272\) V. Electrons in an unbiased film would screen this repulsion, but they could also shorten the hole lifetime, which lowers the capture.

**Bias alone.** With a gap of 3.0 eV and band densities of \(10^{19}\ \mathrm{cm^{-3}}\), the intrinsic density is \(n_i=6.3\times10^{-7}\ \mathrm{cm^{-3}}\). For thermal generation through a midgap centre, the rate in a depleted film is at most \(n_i/\tau=63\ \mathrm{cm^{-3}\,s^{-1}}\). Even if the initial collection length persisted for the full hour, this would shift the threshold by less than \(10^{-11}\) V in size. That is a statement about thermally generated holes, not a prediction that a real device is stable in the dark, since other mechanisms may act there.

**Both together.** The initial rate \(G\Lambda=2.70\times10^8\ \mathrm{cm^{-2}\,s^{-1}}\), held for an hour, would give about \(-9.0\) V. Solving the rate equation with the falling field and the filling traps gives

\[
n=7.67\times10^{11}\ \mathrm{cm^{-2}},\qquad \Delta V_T=-7.12\ \mathrm V .
\]

This is 22.8 times the sum of the bounds for the separate stresses. Stepping the hole equation through the hour, with the charge of the mobile holes included, also gives \(-7.12\) V.

This number assumes that a hole lost through \(p/\tau\) leaves no charge behind, and that \(\tau\) is the same with and without bias. Under bias that is a strong assumption. The field sweeps the photoelectrons to the contact within picoseconds (\(d/\mu_nF\approx1.4\times10^{-12}\) s for \(\mu_n=10\ \mathrm{cm^2/(V\,s)}\)), so few are left to recombine with. Of the \(Gdt=1.8\times10^{12}\ \mathrm{cm^{-2}}\) holes generated in the hour, \(1.03\times10^{12}\) are lost in this way, most of them next to the interface. If they stay in states of the film as positive charge, they add a shift of the same order as the one calculated and weaken the field further. The model does not include this charge.

The slowing can be followed through the two factors. After an hour the field has fallen to \(2.29\times10^5\) V/cm, and 62% of the traps are still empty. Hence \(s=6.2\) cm/s, while the loss velocity has risen to \(7.28\times3.55/2.29=11.3\) cm/s. The capture factor falls from 0.58 to about 0.35. The drift length is still 229 nm, so transport remains good at about 45 nm. It is capture at the interface that has weakened.

Only 3.4 mobile holes per \(\mathrm{cm^2}\) are present at that moment. Their charge is negligible beside the trapped charge, and a small transistor contains no hole at all for most of the time. The density \(p\) must therefore be read as an average over many devices or over time. Since the hole equation is linear in \(p\) at given \(n\), it serves equally well as an equation for probability.

### When the advantage is small

**Weak bias.** The expression for \(k\) shows that the field becomes important when \(v/2D\) is comparable with \(1/L\), or equivalently when \(FL\) is comparable with \(2k_BT/q\). At 1 V bias, \(FL\) is about half of that value, and \(\Lambda\) is initially 2.2 nm. It rises to 10.1 nm at 5 V, 17.9 nm at 10 V and 27.0 nm at 20 V. At low bias each added volt gains more than the one before, because transport and capture improve together. At higher bias the growth slows, because both factors are limited, \(R\) by the film thickness and the capture probability by one.

**Long-lived holes.** If \(L\gg d\), then \(\coth(d/L)\approx L/d\), and

\[
\Lambda_0\approx\frac{s\tau}{1+s\tau/d}.
\]

For \(\tau=10^{-5}\) s, \(s_0\tau\) is 1000 nm and \(\Lambda_0\approx1000/21=48\) nm. Nearly every hole is captured even without a field, and the calculated gain is only 1.05.

**Fast traps.** With \(s_0=10^5\) cm/s and the original lifetime, a hole that reaches the interface is almost certain to be captured in either case. The holding effect disappears, and the gain is 2.9, the transport part found above.

**Long times.** The advantage is one of rate. The ratio of the combined shift to the zero-field bound for light alone is 28.7 after 10 s, 22.8 after an hour and 2.6 after \(10^5\) s. By then the combined shift is \(-18.3\) V, close to the \(-18.6\) V of completely filled traps, while the light-only bound has reached \(-7.0\) V and is still growing. Without release of trapped holes, that bound approaches the same final value. The bound leaves out the repulsion by trapped holes, which, if unscreened, slows the light-only shift and makes the advantage last longer. A measured ratio therefore has meaning only together with the stress time and the light level.

The complete set of values is given in the numerical output below.

## Table of computed values

```
film, insulator thickness: 50, 200 nm
relative permittivities: 10.0, 3.9
temperature: 300 K; kT/q: 0.02585 V
hole mobility: 0.010 cm^2/(V s); lifetime: 1.0e-08 s
capture velocity: 10.0 cm/s; trap density: 2.00e+12 cm^-2
light generation rate: 1.00e+14 cm^-3 s^-1
negative bias size: 20.0 V; stress time: 3600 s
insulator capacitance: 1.7266e-08 F/cm^2
equivalent insulator length eps_s*t_i/eps_i: 512.8 nm
shift with every trap full: -18.56 V
hole diffusivity: 2.5852e-04 cm^2/s; diffusion length: 16.08 nm
initial film field: 3.5535e+05 V/cm; film voltage: 1.777 V
drift velocity: 3553.5 cm/s; drift length: 355.4 nm
interface layer thickness D/v: 0.728 nm
layer recombination speed D/(v tau): 7.275 cm/s
transport factor: 46.64 nm
capture share s/(s+D/(v tau)): 0.5789
collection length, strong-field estimate: 27.000 nm
collection length, field, formula: 27.027 nm
collection length, field, direct: 27.027 nm
collection length, no field, formula: 0.9412 nm
collection length, no field, direct: 0.9412 nm
collection length, reversed field: 2.033e-03 nm
initial gain: 28.71; upper limit d/Lambda0: 53.12
capture probability, field: back 0.5045, interface 0.5794
capture probability, no field: back 0.0052, interface 0.0588
initial collection length at 1 V: 2.236 nm
initial collection length at 5 V: 10.100 nm
initial collection length at 10 V: 17.860 nm
initial collection length at 20 V: 27.027 nm
capture flux after 5 lifetimes / steady flux: 1.0000
band gap: 3.0 eV; band densities: 1.0e+19 cm^-3
intrinsic density: 6.326e-07 cm^-3
dark generation bound: 6.326e+01 cm^-3 s^-1
1 h shift, bias alone (bound): -5.71e-12 V
1 h shift, light alone (bound): -0.312 V
1 h shift, light alone, self-repulsion: -0.272 V
1 h shift, both, rate equation: -7.120 V
1 h shift, both, coupled march: -7.119 V
1 h trapped holes, both: 7.673e+11 cm^-2
1 h film field, both: 2.289e+05 V/cm
mobile holes per area at 1 h: 3.407e+00 cm^-2
1 h ratio, both / sum of separate bounds: 22.82
t = 10 s: both -0.0251 V, light -0.0009 V, ratio 28.70
t = 100 s: both -0.2493 V, light -0.0087 V, ratio 28.55
t = 1000 s: both -2.3587 V, light -0.0871 V, ratio 27.06
t = 3600 s: both -7.1197 V, light -0.3119 V, ratio 22.82
t = 100000 s: both -18.2710 V, light -7.0329 V, ratio 2.60
gain with lifetime 1e-05 s: 1.052
gain with capture velocity 1e5 cm/s: 2.917
```
